# Alloy scattering of four-band holes: spinor overlap and its consequences

Holes near the top of the valence band of a cubic semiconductor alloy occupy four states that behave like an angular momentum \(J=3/2\). At each lattice site open to substitution, atom B replaces atom A with probability \(x\), independently of the other sites. There is one such site per volume \(\Omega_0\). The problem asks how this disorder scatters holes, and where an angular dependence can come from if the disorder has neither range nor spin structure.

Hartree atomic units are used (\(\hbar=e=m_e=1\)), and hole energies are counted positive from the band edge. Wavelengths are long compared with the site spacing, and scattering is elastic and treated to lowest order (Born approximation). The split-off band, strain around substituted atoms, inversion-asymmetry terms and screening are left out.

**(a) A substituted site has the tetrahedral symmetry \(T_d\). What 4×4 matrix can its perturbation have among the band-edge states?**

*Solution.* The symmetry operations include a threefold rotation about [111] and a fourfold rotation about \(z\) combined with inversion. Inversion multiplies the multiplet by a common sign, which cancels in the condition \(RMR^\dagger=M\) on the perturbation matrix \(M\). Both operations can therefore be represented by rotations generated by \(\mathbf J\).

The fourfold operation is \(e^{-i\pi J_z/2}\). Its eigenvalues \(e^{-i\pi m/2}\) for \(m=\tfrac32,\tfrac12,-\tfrac12,-\tfrac32\) are all different, so \(M\) is diagonal in \(m\) and can be written \(M=f(J_z)\). The threefold rotation permutes the axes, so also \(M=f(J_x)\). Hence \(M\) commutes with \(J_z\) and \(J_x\), and with \(J_y=-i[J_z,J_x]\). A matrix that commutes with \(J_z\) and \(J_\pm\) has equal diagonal elements for neighbouring \(m\), so

\[
M\propto 1 .
\]

At the band edge the site potential is a scalar. In the envelope description, replacing A by B at \(\mathbf R_i\) adds \(U\Omega_0\,\delta(\mathbf r-\mathbf R_i)\,1\), where \(U\) is an energy.

**(b) Find the disorder-averaged squared matrix element between \(e^{i\mathbf k\cdot\mathbf r}\chi/\sqrt\Omega\) and \(e^{i\mathbf k'\cdot\mathbf r}\chi'/\sqrt\Omega\), with \(\mathbf k'\ne\mathbf k\).**

*Solution.* Let \(c_i=1\) on a B site and 0 on an A site. The matrix element is

\[
W=\frac{U\Omega_0}{\Omega}\,\chi'^\dagger\chi\sum_i c_i\,e^{i(\mathbf k-\mathbf k')\cdot\mathbf R_i}.
\]

Write \(c_i=x+\delta_i\). The uniform part \(x\) shifts the band edge, but its phase sum vanishes for \(\mathbf k'\neq\mathbf k\) at long wavelength. Since \(c_i^2=c_i\), \(\langle\delta_i^2\rangle=x-x^2\), and independence gives \(\langle\delta_i\delta_j\rangle=x(1-x)\delta_{ij}\). The double sum reduces to the number of sites, \(\Omega/\Omega_0\), times \(x(1-x)\):

\[
\langle|W|^2\rangle=\frac{C}{\Omega}\,|\chi'^\dagger\chi|^2,\qquad C=x(1-x)U^2\Omega_0 .
\]

\(C\) does not depend on the scattering angle. Any angular dependence must come from \(\chi'^\dagger\chi\).

**(c) The Luttinger Hamiltonian is**

\[
H=\tfrac12\left(\gamma_1+\tfrac52\gamma_2\right)k^2-\gamma_2\sum_a k_a^2J_a^2-\gamma_3\sum_{a<b}k_ak_b(J_aJ_b+J_bJ_a).
\]

**Find the overlap summed over the two degenerate final states. Does it depend on the initial state chosen within its doublet?**

*Solution.* Define

\[
\Gamma_1=\frac{J_x^2-J_y^2}{\sqrt3},\quad \Gamma_2=J_z^2-\tfrac54,\quad \Gamma_3=\frac{J_yJ_z+J_zJ_y}{\sqrt3},
\]

with \(\Gamma_4\) and \(\Gamma_5\) formed like \(\Gamma_3\) from the pairs \(zx\) and \(xy\). Because \(\sum_aJ_a^2=15/4\),

\[
\sum_ak_a^2J_a^2=\tfrac54k^2+\tfrac{\sqrt3}{2}(k_x^2-k_y^2)\Gamma_1+\tfrac12(2k_z^2-k_x^2-k_y^2)\Gamma_2 .
\]

The term \(\tfrac54\gamma_2k^2\) cancels the one in \(H\), leaving \(H=\tfrac12\gamma_1k^2-\mathbf d\cdot\boldsymbol\Gamma\) with

\[
\begin{aligned}
d_1&=\tfrac{\sqrt3}2\gamma_2(k_x^2-k_y^2),\qquad d_2=\tfrac12\gamma_2(2k_z^2-k_x^2-k_y^2),\\
(d_3,d_4,d_5)&=\sqrt3\,\gamma_3\,(k_yk_z,\;k_zk_x,\;k_xk_y).
\end{aligned}
\]

In the basis \(m=\tfrac32,\tfrac12,-\tfrac12,-\tfrac32\), let Pauli matrices \(\sigma\) exchange the first pair of states with the second pair, and let \(\tau\) act inside each pair. The standard elements of \(J_\pm\) then give

\[
\Gamma_1=\sigma_x,\;\;\Gamma_5=\sigma_y,\;\;\Gamma_4=\sigma_z\tau_x,\;\;\Gamma_3=\sigma_z\tau_y,\;\;\Gamma_2=\sigma_z\tau_z .
\]

Each squares to 1 and any two anticommute. Therefore \((\mathbf d\cdot\boldsymbol\Gamma)^2=|\mathbf d|^2\). The matrices are traceless, so there are two doublets,

\[
E_s=\tfrac12\gamma_1k^2-s|\mathbf d|,\qquad P_s=\tfrac12(1+s\,\hat{\mathbf d}\cdot\boldsymbol\Gamma),
\]

with \(s=+1\) for heavy and \(s=-1\) for light holes.

Let \(A=\hat{\mathbf d}(\mathbf k)\cdot\boldsymbol\Gamma\), \(B=\hat{\mathbf d}(\mathbf k')\cdot\boldsymbol\Gamma\) and \(c=\hat{\mathbf d}(\mathbf k)\cdot\hat{\mathbf d}(\mathbf k')\). Anticommutation gives \(AB+BA=2c\). Place this between two factors \(P_s\) and use \(AP_s=P_sA=sP_s\): the result is \(2s\,P_sBP_s=2c\,P_s\), or \(P_sBP_s=sc\,P_s\). With \(P'_{s'}=\tfrac12(1+s'B)\),

\[
P_sP'_{s'}P_s=G_{ss'}P_s,\qquad G_{ss'}=\tfrac12\left[1+ss'\,\hat{\mathbf d}(\mathbf k)\cdot\hat{\mathbf d}(\mathbf k')\right].
\]

For a normalized initial spinor in doublet \(s\), the sum over final states is \(\sum|\chi'^\dagger\chi|^2=\chi^\dagger P'_{s'}\chi=G_{ss'}\). Every state of the doublet gives the same value.

**(d) Evaluate this for spherical bands, \(\gamma_2=\gamma_3\), with angle \(\theta\) between \(\mathbf k\) and \(\mathbf k'\). Interpret it, and examine one effect of warping.**

*Solution.* Multiplying out the first two components gives

\[
d_1d_1'+d_2d_2'=\gamma_2^2\left[\tfrac32\sum_ak_a^2k_a'^2-\tfrac12k^2k'^2\right].
\]

The other three add \(3\gamma_2^2\sum_{a<b}k_ak_bk'_ak'_b\), which completes the square:

\[
\mathbf d\cdot\mathbf d'=\gamma_2^2\left[\tfrac32(\mathbf k\cdot\mathbf k')^2-\tfrac12k^2k'^2\right].
\]

Setting \(\mathbf k'=\mathbf k\) shows that \(|\mathbf d|=\gamma_2k^2\). Thus \(\hat{\mathbf d}\cdot\hat{\mathbf d}'=\tfrac12(3\cos^2\theta-1)=P_2(\cos\theta)\), and

\[
G_{hh}=G_{ll}=\tfrac14(1+3\cos^2\theta),\qquad G_{hl}=G_{lh}=\tfrac34\sin^2\theta .
\]

The potential leaves the spinor unchanged, but the band states at \(\mathbf k'\) are quantized along a new axis. A heavy hole has \(J=\pm\tfrac32\) along its own direction. Such a stretched state is equivalent to three parallel spins one-half, so its probabilities to be found in the two stretched states along the new axis are \(\cos^6(\theta/2)\) and \(\sin^6(\theta/2)\). Their sum is \(1-3\sin^2(\theta/2)\cos^2(\theta/2)=1-\tfrac34\sin^2\theta\), which is \(G_{hh}\). Backscattering within a band is fully allowed because the final doublet contains both signs of \(J\) along the axis. At 90° only one quarter of the weight stays in the band and three quarters goes to the other.

With warping, the angle alone no longer fixes \(G\). From [100] to [010], \(\mathbf d\) has only \(\gamma_2\) components and \(G_{hh}=\tfrac14\) as before. From [110] to [1\(\bar1\)0], \(d_2\) is unchanged while \(d_5\) reverses, so

\[
G_{hh}=\frac12\left[1+\frac{\gamma_2^2-3\gamma_3^2}{\gamma_2^2+3\gamma_3^2}\right]=\frac{\gamma_2^2}{\gamma_2^2+3\gamma_3^2}.
\]

For \(\gamma_2=2\), \(\gamma_3=2.5\) this is \(4/22.75=0.176\), although the angle is again 90°.

**(e) Find the total scattering rate from each band.**

*Solution.* Let \(\rho_s=\int\frac{d^3k}{(2\pi)^3}\delta(E-E_s)\) be the density of states per doublet member and volume. The golden rule gives

\[
\Gamma_s(\mathbf k)=2\pi C\sum_{s'}\int\frac{d^3k'}{(2\pi)^3}\,\delta(E-E_{s'})\,\tfrac12\left[1+ss'\,\hat{\mathbf d}\cdot\hat{\mathbf d}'\right].
\]

The shell average of \(\hat{\mathbf d}'\) vanishes. Reversing one component of \(\mathbf k'\) changes the sign of two of \(d_3,d_4,d_5\), and suitable choices remove all three. The averages of \(k_x'^2,k_y'^2,k_z'^2\), weighted with any cubic-symmetric function, are equal, which removes \(d_1\) and \(d_2\). Hence

\[
\Gamma=\pi C(\rho_h+\rho_l)
\]

for both bands and every direction, with or without warping. For spherical bands \(E=k^2/2m_s\), with \(1/m_h=\gamma_1-2\gamma_2\) and \(1/m_l=\gamma_1+2\gamma_2\), and

\[
\rho_s=\frac{k^2}{2\pi^2}\,\frac{m_s}{k}=\frac{m_s^{3/2}\sqrt{2E}}{2\pi^2}.
\]

A spinless model with two separate bands would give \(2\pi C\rho_s\). The true rate is this value times \(\tfrac12(1+\rho_{\bar s}/\rho_s)\), where \(\bar s\) is the other band. The spinors weaken scattering within each band and open the channel between bands. If \(m_h=m_l\), the two effects cancel in the total.

**(f) Does the angular dependence make the relaxation time of the current differ from \(1/\Gamma\)? Which distributions do reveal it?**

*Solution.* Let \(\phi_s(\mathbf k)\) be a small deviation of the occupation, equal for both doublet members. The identity in (c) shows that scattering preserves this equality. Heavy–light coherence is neglected, which requires \(\Gamma\) to be small compared with the band splitting at fixed \(\mathbf k\). Then

\[
\frac{\partial\phi_s}{\partial t}=-\Gamma\phi_s+2\pi C\sum_{s'}\int\frac{d^3k'}{(2\pi)^3}\,\delta(E-E_{s'})\,G_{ss'}\,\phi_{s'}(\mathbf k').
\]

In a uniform field the deviation follows the velocity, which is odd in \(\mathbf k'\). Since \(\mathbf d\) is quadratic, \(G\) is even. The gain integral vanishes, and the current relaxes with \(\tau=1/\Gamma\). The usual weight \(1-\cos\theta\) changes nothing here, because forward and backward scattering are equally probable. This argument also covers warped bands.

For spherical bands the relaxation rates of all such doublet-symmetric deviations follow from \(G=\tfrac12(1+ss'P_2)\). Let \(\phi_s=a_sY_{\ell m}\). The addition theorem \(P_2(\hat n\cdot\hat n')=\frac{4\pi}5\sum_mY_{2m}(\hat n)Y^*_{2m}(\hat n')\) shows that averaging \(P_2Y_{\ell m}(\hat n')\) over \(\hat n'\) gives \(\tfrac15Y_{2m}(\hat n)\) for \(\ell=2\) and zero otherwise. The gain amplitudes in band \(s\) are

\[
\begin{aligned}
\ell=0:&\quad \pi C(\rho_ha_h+\rho_la_l),\\
\ell=2:&\quad \tfrac15\pi C\,s\,(\rho_ha_h-\rho_la_l),
\end{aligned}
\]

and zero for all other \(\ell\). For \(\ell=0\), equal amplitudes give a gain \(\Gamma\) and a net rate zero, which is conservation of particle number at each energy. For \(\ell=2\), opposite amplitudes \(a_h=-a_l\) give a gain \(\Gamma/5\) and a net rate \(\tfrac45\Gamma\), for each of five values of \(m\). All remaining doublet-symmetric combinations relax at \(\Gamma\).

The \(\ell=2\) mode carries a quadrupole alignment of \(\mathbf J\), since heavy and light holes are aligned oppositely relative to \(\mathbf k\). A scalar potential randomizes the direction of motion but does not act on \(\mathbf J\), so part of this alignment survives each collision.

Spin-polarized deviations, unequal within a doublet, show the effect more strongly. Take the \(2\times2\) deviation \(P_sJ_zP_s\). By rotational symmetry its angular average is \(\lambda J_z\). With \(\hat n\) the direction of \(\mathbf k\), \(\mathrm{Tr}(J_zP_sJ_zP_s)\) is \(\tfrac92n_z^2\) for heavy and \(\tfrac12n_z^2+2(1-n_z^2)\) for light holes. Both average to \(\tfrac32\), and \(\mathrm{Tr}J_z^2=5\), so \(\lambda=\tfrac3{10}\). The gain is \(2\pi C\lambda(\rho_h+\rho_l)=\tfrac35\Gamma\) and the net rate \(\tfrac25\Gamma\). The map \(X\to\langle P_sXP_s\rangle\) has trace \((\mathrm{Tr}P_s)^2=4\). Ranks 0, 2 and 1 contribute \(\tfrac12+5\cdot\tfrac1{10}+3\cdot\tfrac3{10}\), so the seven rank-3 components also have \(\lambda=\tfrac3{10}\) and the rate \(\tfrac25\Gamma\). This assumes degenerate doublets, that is, no inversion-asymmetry splitting.

**(g) Find the mobility of a nondegenerate hole gas with spherical bands at thermal energy \(T\) (Boltzmann's constant included). Evaluate it for \(\gamma_1=6\), \(\gamma_2=2\), \(x=0.3\), \(U=0.02\) hartree, \(\Omega_0=150\) bohr³, \(T=0.001\) hartree, and judge the approximations.**

*Solution.* For a force \(F\) along \(z\), the steady state is \(\phi_s=F\tau v_zf_0/T\) with \(f_0\propto e^{-E/T}\). The shell average of \(v_z^2\) is \(2E/3m_s\), so the drift velocity per unit force is

\[
\mu=\frac{\sum_s\int dE\,\rho_s\,(2E/3m_s)\,\tau\,e^{-E/T}}{T\sum_s\int dE\,\rho_s\,e^{-E/T}} .
\]

Since \(\rho_s\propto m_s^{3/2}E^{1/2}\) and \(\tau(E)=\tau(T)\sqrt{T/E}\), the numerator contains \(\int E\,e^{-E/T}dE=T^2\) and the denominator \(\int E^{1/2}e^{-E/T}dE=\tfrac{\sqrt\pi}2T^{3/2}\). Collecting factors,

\[
\mu=\frac{4}{3\sqrt\pi}\,\tau(T)\,\frac{m_h^{1/2}+m_l^{1/2}}{m_h^{3/2}+m_l^{3/2}}\propto T^{-1/2}.
\]

These are round model parameters, not those of a particular alloy. They give \(m_h=1/2\), \(m_l=1/10\) and \(C=0.3\times0.7\times0.02^2\times150=0.0126\) hartree² bohr³. At \(E=T\), \(\rho_h=8.01\times10^{-4}\) and \(\rho_l=0.716\times10^{-4}\) per hartree and bohr³, so

\[
\Gamma=\pi\times0.0126\times8.73\times10^{-4}=3.45\times10^{-5},
\]

a lifetime of \(2.89\times10^4\) atomic units, or 0.70 ps. From either band, 92% of the collisions end in the heavy band, because that is where the states are. Compared with the separate-band spinless rates, the heavy-hole rate is multiplied by 0.54 and the light-hole rate by 6.1.

The thermal factor \(4/(3\sqrt\pi)=0.752\) gives a mean time of \(2.18\times10^4\), and the mass factor is \(1.023/0.385=2.66\). The mobility is \(5.79\times10^4\) atomic units, about 2460 cm²/(V s), for alloy scattering alone.

The separate-band spinless model replaces \(\tau\) by \(\tau(\rho_h+\rho_l)/2\rho_s\) and gives 2.26 times this mobility. Allowing both bands as final states with unit overlap gives half the correct mobility: it counts a total final probability of 2, whereas \(G_{sh}+G_{sl}=1\).

At \(E=T\), \(\Gamma/E=0.035\). The smaller band splitting is the one at the light-hole wave vector, where the heavy hole has energy \(E\,m_l/m_h=0.2E\). The splitting is \(0.8E\), and \(\Gamma\) is about 4% of it. Since \(\Gamma\propto\sqrt E\), the treatment fails near the band edge; \(\Gamma=E\) at \(1.2\times10^{-6}\) hartree, about a thousandth of \(T\), where few carriers contribute. The heavy-hole wave vector times \(\Omega_0^{1/3}\) is 0.17, consistent with the long-wavelength assumption. The Born approximation also requires repeated scattering at one site to be weak. Its measure is \(U\Omega_0\,\tfrac12(m_h+m_l)k_c/\pi^2\), which is about 0.07 for a cutoff \(k_c=(6\pi^2/\Omega_0)^{1/3}\). The rate then changes by about \(2(1-2x)\) times this, some 5%, with a sign set by \(U\) and a size that depends on the cutoff, so the mobility is meaningful to about that accuracy. Leaving out the split-off band requires a spin-orbit gap much larger than \(T\), here 27 meV. A spherical six-band model with the same parameters and the same scalar \(U\) lowers the mobility by about 4% for a gap of 0.29 eV, 14% for 0.11 eV and 26% for 0.044 eV, and for small gaps the heavy and light rates are no longer equal. Clustering of the atoms would invalidate the factor \(x(1-x)\).

The numerical output supports these results by separate routes: overlaps from diagonalized Hamiltonians, the lifetime from an integrated resolvent, and the relaxation rates and mobility from a discretized Boltzmann equation. For warped bands with \(\gamma_3=2.5\), the rate is \(6.13\times10^{-5}\) atomic units in both bands along all three directions examined, even though the individual overlaps depend on crystal direction.

## Computed values

```
gamma1, gamma2, warped gamma3: 6.0, 2.0, 2.5
heavy, light mass: 0.500, 0.100 electron masses
x = 0.30, U = 0.020 hartree, Omega0 = 150 bohr^3
E = 0.0010 hartree, kT = 0.0010 hartree (315.8 K)
dimension of symmetry-allowed site matrices: 1
disorder strength C = 0.01260 hartree^2 bohr^3
C from enumeration = 0.01260 hartree^2 bohr^3
angle (deg), G same band, G other band (from eigenvectors):
     0  1.0000  0.0000
    30  0.8125  0.1875
    60  0.4375  0.5625
    90  0.2500  0.7500
   120  0.4375  0.5625
   180  1.0000  0.0000
heavy, light k at E: 0.03162, 0.01414 1/bohr
heavy k times Omega0^(1/3): 0.168
rho_h = 8.0101e-04, rho_l = 7.1645e-05 1/(hartree bohr^3)
total rate Gamma = 3.4543e-05 atomic units
Gamma from resolvent = 3.4544e-05 atomic units
lifetime = 2.8949e+04 atomic units = 700.2 fs
Gamma/E = 0.0345
energy where Gamma equals E: 1.193e-06 hartree
fraction scattered into heavy band: 0.9179
spinless separate-band rates: heavy 6.3415e-05, light 5.6720e-06 atomic units
Gamma / separate-band rate: heavy 0.5447, light 6.0902
relaxation rates / Gamma: number 0.0000, quadrupole 0.8000, others 1.0000
thermal mean time = 2.1777e+04 atomic units
mobility = 5.7857e+04 atomic units = 2461.5 cm^2/(V s)
mobility from Boltzmann solution = 5.7857e+04 atomic units
spinless separate-band mobility / mobility: 2.2584
unit overlap into both bands, mobility ratio: 0.5000
warped heavy G at 90 deg, [100] to [010]: 0.2500
warped heavy G at 90 deg, [110] to [1-10]: 0.1758
warped heavy rate along [001], [111], [0.3,-0.5,0.9]: 6.1313e-05, 6.1313e-05, 6.1313e-05 atomic units
warped light rate, same directions: 6.1313e-05, 6.1313e-05, 6.1313e-05 atomic units
```
